# Group delay of a lossy all-pass ring across critical coupling

## Question

A waveguide ring of length $L$ is coupled at one point to a single bus waveguide. All fields vary as $e^{-i\omega s}$, where $s$ is time. The coupler is lossless and reflects nothing. It leaves a fraction $t$ of a field in its own guide and transfers a fraction $i\kappa$ to the other, with $t$ and $\kappa$ real, $0<t<1$ and $t^2+\kappa^2=1$. One trip round the ring multiplies the field by

$$z=a\,e^{i\phi},\qquad 0<a\le 1,\qquad \frac{d\phi}{d\omega}=T=\frac{n_gL}{c},$$

where $n_g$ is the group index. Resonance means that $\phi$ is a multiple of $2\pi$. Unless stated otherwise, $a$ and $t$ do not depend on frequency. Delays are those added by the ring; the travel time along the bus is excluded.

For numerical work, take a doped-silica (SiO2) ring on a silicon wafer, used at 1550 nm. Its radius is 2.0 mm, its group index 1.47 and its propagation loss 0.10 dB/cm. These are rough typical values. Two couplers are available, with $\kappa^2=0.10$ and $\kappa^2=0.01$; everything else is held fixed.

1. Find the ratio $H$ of output to input field on the bus.
2. Relate the delay of a narrow-band pulse to $H$, and find the delay $\tau_0$ at resonance. For which couplings is it positive, and for which negative?
3. Evaluate the transmission and the delay for both couplers.
4. Explain the sign of $\tau_0$ by following the echoes that leave the ring.
5. Can a negative delay be reconciled with causality? How long must a pulse be for $\tau_0$ to describe it?
6. Over what range of frequency is the delay negative?
7. Which neglected effects matter for this device?

## Model answers

### 1. Response of the ring

Let the input field be 1, and let $p$ be the field in the ring just after the coupler. After one trip it returns as $zp$. The field leaving the coupler into the ring is the transferred input plus the retained part of the returning field:

$$p=i\kappa+tzp\quad\Longrightarrow\quad p=\frac{i\kappa}{1-tz}.$$

The bus output is the retained input plus the part of $zp$ transferred out:

$$H=t+i\kappa zp=t-\frac{\kappa^2z}{1-tz}
=\frac{t-(t^2+\kappa^2)z}{1-tz}=\frac{t-z}{1-tz}.$$

The minus sign comes from two transfers, $(i\kappa)^2=-\kappa^2$. At resonance $z=a$, so

$$H_0=\frac{t-a}{1-at}.$$

The output vanishes when $t=a$. This is critical coupling, at $\kappa^2=1-a^2$. A larger $\kappa^2$ gives $t<a$ (overcoupled), and a smaller one gives $t>a$ (undercoupled).

### 2. Delay at resonance

Write the input as an envelope $A(s)$ on a carrier $\omega_0$, with

$$A(s)=\int \tilde A(\Omega)e^{-i\Omega s}\,d\Omega .$$

The output envelope contains the extra factor $H(\omega_0+\Omega)$. For a narrow band, expand its logarithm to first order:

$$\ln H(\omega_0+\Omega)\simeq \ln H(\omega_0)+\Omega\,\frac{d\ln|H|}{d\omega}+i\Omega\,\frac{d\arg H}{d\omega}.$$

At resonance the middle term vanishes, because $|H|$ depends on $\phi$ through $\cos\phi$ and is therefore even about the resonance. The last term turns $e^{-i\Omega s}$ into $e^{-i\Omega(s-\tau)}$. The output envelope is thus $H_0A(s-\tau_0)$, with

$$\tau=\frac{d\arg H}{d\omega}=T\,\mathrm{Im}\,\frac{d\ln H}{d\phi}.$$

Since $dz/d\phi=iz$,

$$\frac{d\ln H}{d\phi}=-\frac{iz}{t-z}+\frac{itz}{1-tz}
=iz\,\frac{-(1-tz)+t(t-z)}{(t-z)(1-tz)}.$$

In the numerator the two terms $tz$ cancel and leave $-(1-t^2)$. Absorbing this sign into $t-z$ gives

$$\frac{d\ln H}{d\phi}=\frac{iz(1-t^2)}{(z-t)(1-tz)}.$$

At $z=a$ this is purely imaginary, and

$$\boxed{\tau_0=T\,\frac{a(1-t^2)}{(a-t)(1-at)}}$$

Every factor except $a-t$ is positive. The delay is therefore positive for an overcoupled ring and negative for an undercoupled one. At $a=t$ the output vanishes at the resonant frequency and its phase jumps by $\pi$ there, so $\tau_0$ is undefined. Just beside the resonance the delay of part 6 stays finite and tends to $T(1+a^2)/[2(1-a^2)]$. A long pulse centred on the resonance leaves weak and split into two lobes.

Some limits show what the formula contains:

- For $a=1$ it becomes $T(1-t^2)/(1-t)^2=T(1+t)/(1-t)$. A lossless ring is overcoupled for every $t<1$, and its delay is positive.
- For $t\to0$ all the light makes one trip and leaves, and $\tau_0\to T$.
- For $t\to1$ with $a<1$ fixed, $\tau_0\to0$ from below, because the light no longer enters the ring.
- Near critical coupling $1-t^2$ and $1-at$ both tend to $1-a^2$, so $\tau_0\simeq Ta/(a-t)$. The delay diverges with opposite signs on the two sides.

The divergence is paid for in transmission. Multiplying the two results gives

$$|\tau_0|\,|H_0|=\frac{Ta\kappa^2}{(1-at)^2},$$

which stays finite at critical coupling.

The result also survives a slow variation of $a$ and real $t$ with frequency. Such slopes add $(\partial\ln H/\partial a)\,a'+(\partial\ln H/\partial t)\,t'$ to $d\ln H/d\omega$. At resonance $H$ is a real function of $a$ and $t$, so both terms are real and leave the phase slope unchanged. A frequency-dependent phase of the coupler itself would contribute.

### 3. The two couplers

The ring length is $2\pi\times2.0\ \text{mm}=12.566$ mm. Hence

$$T=\frac{1.47\times12.566\ \text{mm}}{c}=61.6\ \text{ps},$$

and the free spectral range is $1/T=16.2$ GHz. The loss per trip is $0.10\times1.2566=0.12566$ dB. Since $a$ is a field factor,

$$a=10^{-0.12566/20}=0.98564.$$

Critical coupling lies at $\kappa^2=1-a^2=0.0285$, between the two couplers.

For $\kappa^2=0.10$, $t=0.948683$, $a-t=0.036953$ and $1-at=0.064943$. Then

$$H_0=-\frac{0.036953}{0.064943}=-0.569,\qquad
\frac{\tau_0}{T}=\frac{0.985637\times0.10}{0.036953\times0.064943}=41.1.$$

The power transmission is 0.324, or $-4.9$ dB, and $\tau_0=+2.53$ ns.

For $\kappa^2=0.01$, $t=0.994987$, $a-t=-0.009351$ and $1-at=0.019304$. Then

$$H_0=\frac{0.009351}{0.019304}=0.484,\qquad
\frac{\tau_0}{T}=-\frac{0.985637\times0.01}{0.009351\times0.019304}=-54.6.$$

The power transmission is 0.235, or $-6.3$ dB, and $\tau_0=-3.36$ ns. Solving the coupler equations at two neighbouring frequencies and differencing the output phase gives the same ratios, 41.071 and $-54.603$, as the numerical output shows.

### 4. The sign from the echoes

Because $|tz|<1$, the denominator of $H$ can be expanded:

$$H=t-\kappa^2\sum_{m=1}^{\infty}t^{m-1}a^m e^{im\phi}
\equiv\sum_{m=0}^{\infty}h_me^{im\phi}.$$

Here $h_0=t$ is the light that passes straight along the bus, and $h_m=-\kappa^2t^{m-1}a^m$ is the light that leaves after $m$ trips. At resonance all the echoes are opposite in sign to the direct wave.

Differentiating the series at $\phi=0$ gives $dH/d\phi=i\sum mh_m$. Division by $H_0=\sum h_m$ gives

$$\tau_0=T\,\frac{\sum_m m\,h_m}{\sum_m h_m}.$$

This has the form of a mean delay, but the weights have both signs, so it need not lie among the delays being averaged. From $\sum_{m\ge1} mx^{m-1}=(1-x)^{-2}$ with $x=at$, the numerator is

$$M\equiv\sum_m mh_m=-\frac{\kappa^2a}{(1-at)^2}<0 .$$

It is negative on both sides of critical coupling. The sign of the delay is therefore decided by the denominator $H_0$, that is, by whether the echoes together outweigh the direct wave.

The echoes sum to $-\kappa^2a/(1-at)$. For $\kappa^2=0.10$ this is $-1.518$ against a direct wave of 0.949. The late light wins, and the output is delayed. For $\kappa^2=0.01$ the sum is $-0.511$ against 0.995. The direct wave wins, and the late light only subtracts from it.

### 5. Causality and pulse length

In time, the same series reads

$$g(s)=\sum_{m=0}^{\infty}h_mA(s-mT).$$

The output is a sum of undelayed and later copies of the input. If the input is zero before some instant, so is the output. A negative $\tau_0$ moves a peak, not a front.

To see how, take a pulse that varies little during the echoes and put $A(s-mT)\simeq A(s)-mTA'(s)$:

$$g(s)\simeq H_0A(s)-TM\,A'(s)=H_0A(s)+T|M|\,A'(s).$$

In the undercoupled ring $H_0>0$. The second term raises the leading side, where $A'>0$, and lowers the trailing side. Physically, the echoes at any moment carry the amplitude of an earlier part of the pulse. On the leading side that amplitude is smaller than the present one, so the echoes cancel less than they would for a steady input. When the direct wave reaches its peak it is momentarily level, but the echoes are still growing, so the difference is already falling. The peak of what remains has therefore come early. In the overcoupled ring $H_0<0$, the same term lowers $|g|$ on the leading side, and the peak comes late.

The leading side can also be bounded without this approximation. Let $A$ be a positive Gaussian with its peak at $s=0$, and let the ring be undercoupled. For $s\le0$ the envelope is rising, so $0<A(s-mT)\le A(s)$. Since each $h_m$ with $m\ge1$ is negative,

$$H_0A(s)\le g(s)\le tA(s)\qquad(s\le0).$$

The advanced pulse is thus lower than the input throughout its leading side. It has been reshaped by attenuation.

For a pulse symmetric in time, such as a Gaussian, the first correction for finite duration follows from the next odd term in the phase, $i\tau''\Omega^3/6$, where $\tau''=d^2\tau/d\omega^2$ at resonance. The quadratic term is real, and for a symmetric pulse it changes the width, not the position of the peak. In time, $\Omega$ acts as $i\,d/ds$, so $i\Omega^3$ acts as $d^3/ds^3$. With $u=s-\tau_0$ and $A=e^{-u^2/2\sigma^2}$,

$$\frac{g}{H_0}\simeq A+\frac{\tau''}{6}A'''
=A\left[1+\frac{\tau''}{6}\left(\frac{3u}{\sigma^4}-\frac{u^3}{\sigma^6}\right)\right].$$

Near $u=0$ the logarithm of this is $-u^2/2\sigma^2+\tau''u/2\sigma^4$, which has its maximum at $u=\tau''/2\sigma^2$. For this Gaussian the error of $\tau_0$ therefore falls as the inverse square of the duration. For an asymmetric pulse the quadratic term adds a multiple of $A''$, whose slope at the peak is not zero. It then moves the peak, and the error falls only as the inverse first power of the duration.

Direct summation of the echoes of Gaussian pulses, with duration given as full width at half maximum of the intensity, yields these peak shifts:

| $\kappa^2$ | 80 ns pulse | 320 ns pulse | $\tau_0$ |
|---|---|---|---|
| 0.10 | 2.5285 ns | 2.5305 ns | 2.5307 ns |
| 0.01 | $-3.2626$ ns | $-3.3579$ ns | $-3.3645$ ns |

For the undercoupled ring the error is 0.102 ns at 80 ns and 0.0066 ns at 320 ns. The ratio is about 15, close to the factor of 16 expected for a fourfold duration. The advance is about 4% of the duration of the shorter pulse. Close to critical coupling $|\tau_0|$ grows, and the pulse must be long compared with $|\tau_0|$ as well as with the echo decay time, roughly $T/(1-at)$.

### 6. The band of negative delay

Away from resonance, take the imaginary part of $d\ln H/d\phi$ from part 2 and make the denominator real:

$$\frac{\tau}{T}=(1-t^2)\,\frac{\mathrm{Re}\,[z(z^*-t)(1-tz^*)]}{|z-t|^2|1-tz|^2}.$$

With $zz^*=a^2$, the bracket expands to $a^2-ta^2z^*-tz+t^2a^2$. Its real part gives

$$\frac{\tau}{T}=\frac{a(1-t^2)\left[a(1+t^2)-t(1+a^2)\cos\phi\right]}{|z-t|^2|1-tz|^2}.$$

The sign is that of the square bracket, which is smallest at $\cos\phi=1$, where it equals $(a-t)(1-at)$. For $a>t$ this minimum is positive, so an overcoupled ring delays at every frequency. For $a<t$ the delay is negative for $|\phi|<\phi_0$ around each resonance and positive outside, where

$$\cos\phi_0=\frac{a(1+t^2)}{t(1+a^2)},\qquad
1-\cos\phi_0=\frac{(t-a)(1-at)}{t(1+a^2)}.$$

For $\kappa^2=0.01$ the second form gives $1-\cos\phi_0=9.2\times10^{-5}$. Hence $\phi_0\simeq\sqrt{2\times9.2\times10^{-5}}=0.0136$ rad, a detuning of $\phi_0/2\pi T=35$ MHz on either side.

The average over a free spectral range follows from the winding of the phase. As $\phi$ increases by $2\pi$, $z$ runs round a circle of radius $a$. The factor $t-z$ winds once round zero if $a>t$ and not at all if $a<t$. The factor $1-tz$ does not wind, because $|tz|<1$. The mean delay is therefore $T$ when overcoupled and zero when undercoupled, so the advance at resonance is balanced by delay in the wings.

### 7. The real device

The numbers above describe a model with roughly typical parameters, not a measured ring. One delicate assumption is that the light stays on resonance. At fixed length, a temperature change $\Delta\Theta$ moves the resonance by $|\Delta\nu|=\nu(\partial n/\partial\Theta)\Delta\Theta/n_g$. A rough coefficient of $10^{-5}$ per kelvin gives 1.3 MHz/mK. A drift of 10 mK changes the undercoupled delay from $-3.36$ to $-2.10$ ns, 27 mK brings it to zero, and 50 mK makes it $+0.38$ ns. The same 10 mK changes the overcoupled delay only from 2.53 to 2.50 ns. Expansion of the wafer is left out here. For silicon's coefficient of about $2.6\times10^{-6}$ per kelvin the change of length alone would add roughly 40% to the drift. The stretched film also lowers its index photoelastically, which reduces the net addition to roughly 20–30%, depending on polarization. The thermo-optic coefficient itself is uncertain by some 15%, so these temperature tolerances are good only to a few tens of per cent. Detuning of the laser acts in the same way.

Loss in the coupler also matters. If it multiplies both coupler outputs by $\sigma_c$, repeating part 1 gives

$$H=\sigma_c\,\frac{t-\sigma_cz}{1-\sigma_ctz}.$$

The delay formula then holds with $a$ replaced by $\sigma_ca$. A rough excess loss of 0.02 dB takes the undercoupled delay to $-2.42$ ns, 28% smaller in magnitude, and the overcoupled delay to 2.60 ns, 3% larger. The loss moves $a$ away from $t$ in the first case and towards it in the second.

A weak reflector in the ring, with field reflection $ir$, couples the two directions of travel. Two standing-wave combinations (the sum and difference of the two waves, up to a relative factor that depends on where the reflector sits and drops out of the output) see round-trip factors $z(\sqrt{1-r^2}\pm ir)=ze^{\pm i\rho}$, with $\sin\rho=r$. The input excites both equally, so the output is $\tfrac12[H(\phi+\rho)+H(\phi-\rho)]$. For backscattered powers $r^2=10^{-6}$ and $10^{-5}$ per trip, the undercoupled delay becomes $-3.33$ and $-3.03$ ns, smaller in magnitude by 1% and 10%.

Polarization needs care because the resonant output is weak. If 1% of the input power is in the other polarization, and that polarization is off resonance, it supplies about 4% of the undercoupled output and does not share its advance.

At 10 µW of launched power, heating is estimated at a few tenths of a millikelvin or less if all the lost light is absorbed. This takes a thermal resistance of a few tens of K/W, which depends on the oxide thickness and the depth of the core. The Kerr phase, about $2\times10^{-8}$ rad, is negligible beside $\phi_0$.

The assumed propagation loss also decides which side of critical coupling a given coupler is on. It also strongly affects the size of the delay: half the loss would change the undercoupled $\tau_0$ from $-3.36$ to about $-23$ ns, at a power transmission of only 0.03. An 80 ns pulse is then too short for $\tau_0$ to describe it, and its peak moves by about $-17$ ns. Some silica waveguides lose much less than 0.10 dB/cm. At a tenth of this loss and the same length, critical coupling would fall to about a tenth of 0.0285, and the coupler with $\kappa^2=0.01$ would be overcoupled. Its delay at resonance would then be positive.

## Calculated quantities

```
Wavelength: 1550 nm; radius: 2.0 mm
Group index (rough): 1.47
Waveguide loss (rough): 0.10 dB/cm
Ring length: 12.566 mm
Round-trip time T: 61.618 ps
Free spectral range: 16.229 GHz
Round-trip field factor a: 0.985637
Critical kappa^2: 0.02852
[over] kappa^2: 0.100; t: 0.948683
[over] a-t: 0.036953; 1-at: 0.064943
[over] H0: -0.5690; power transmission: 0.3238 = -4.90 dB
[over] tau0/T: 41.071; tau0: 2.5307 ns
[over] tau0/T from phase difference: 41.071
[over] phase winding per FSR / 2 pi: 1.000
[over] peak shift, 80 ns pulse: 2.5285 ns; 320 ns pulse: 2.5305 ns
[under] kappa^2: 0.010; t: 0.994987
[under] a-t: -0.009351; 1-at: 0.019304
[under] H0: 0.4844; power transmission: 0.2346 = -6.30 dB
[under] tau0/T: -54.603; tau0: -3.3645 ns
[under] tau0/T from phase difference: -54.603
[under] phase winding per FSR / 2 pi: 0.000
[under] peak shift, 80 ns pulse: -3.2626 ns; 320 ns pulse: -3.3579 ns
[under] zero-delay phase: 0.01357 rad = 35.04 MHz
Thermo-optic coefficient (rough): 1.0e-05 1/K
Resonance drift: 1.316 MHz/mK
[under] drift to zero delay: 26.6 mK
Delay after 1 mK drift: over 2.530, under -3.348 ns
Delay after 10 mK drift: over 2.497, under -2.096 ns
Delay after 50 mK drift: over 1.919, under 0.379 ns
Delay with 0.02 dB coupler loss (rough): over 2.604, under -2.419 ns
Delay with backscattered power 1e-06 per trip (rough): over 2.531, under -3.329 ns
Delay with backscattered power 1e-05 per trip (rough): over 2.529, under -3.027 ns
[under] output share of 1 % input in the other, off-resonant polarization: 4.13 %
Launched power: 10 uW
Thermal resistance (rough, heated strip as wide as the 15 um oxide is thick): 56.8 K/W
[under] heating if all lost light is absorbed: 0.435 mK
Kerr index (rough): 2.6e-16 cm2/W; mode area (rough): 20 um2
[under] circulating power: 268.4 uW; Kerr phase: 1.78e-08 rad
```
